\section*{Sublimation drying time of a deep trench limited by vapour diffusion, part 1}

(Sections cited here and not found follow in the second part.)

\section{The drying law}

\subsection{What dimensions and symmetry fix}

A trench of depth $L$ and width $w$ is filled flush with a solid that sublimes. The time $t_{\rm dry}$ is the time the solid surface, called the front, takes to retreat from the mouth to the floor. Let $n_s$ be the number density of molecules in the solid, $n_{\rm eq}$ the density of vapour in equilibrium with it, $n_\infty$ the vapour density far outside, and $D$ the diffusion coefficient of the vapour in the carrier gas.

Suppose first that diffusion along the emptied part of the trench is the whole resistance. Both the vapour flow out of the trench and the amount of solid to be removed are then proportional to $w$, so $w$ drops out. With length, time and number of molecules as independent dimensions, what remains can be combined as
\begin{equation}
\frac{D\,t_{\rm dry}}{L^2}=F\!\left(\frac{n_{\rm eq}}{n_s},\frac{n_\infty}{n_s}\right).
\end{equation}
If the vapour adjusts quickly compared with the motion of the front, two symmetries fix $F$. Adding the same constant to every vapour density changes no gradient, so only the difference
\begin{equation}
\Delta n=n_{\rm eq}-n_\infty
\end{equation}
can matter. Multiplying $\Delta n$ by a factor multiplies every flux by that factor, and the speed of the front is the flux divided by $n_s$. Hence $F=C\,n_s/\Delta n$ and
\begin{equation}
t_{\rm dry}=C\,\frac{n_sL^2}{D\,\Delta n},
\label{eq:form}
\end{equation}
with a pure number $C$. The calculation below gives $C=1/2$: the vapour path grows from zero to $L$, and its average over the retreat is $L/2$.

Real trenches have two further resistances, one at the solid surface and one outside the mouth. Each can be expressed as an equivalent length of empty trench. With their sum called $\ell$, the result to be derived is
\begin{equation}
t_{\rm dry}=\frac{n_s}{D\,\Delta n}\left(\frac{L^2}{2}+\ell L\right).
\label{eq:law}
\end{equation}

\subsection{Assumptions and diffusion in the emptied region}

The trench is long in its third direction and has parallel, impermeable walls that hold no vapour. The fill does not melt, flow or crack. Temperature is uniform, the vapour is dilute in a still carrier gas, and $w$ is much larger than the mean free path of a vapour molecule. The surface energy of the fill is neglected, so that $n_{\rm eq}$ does not depend on the curvature of the front. Drying requires $\Delta n>0$.

Let $z$ be the depth below the mouth, so that the mouth is at $z=0$ and the front at $z=s(t)$. The flux $J$, in molecules per area and time, is counted positive towards the mouth. Vapour density rises with $z$, and Fick's law therefore reads
\begin{equation}
J=+D\,\frac{dn}{dz}.
\label{eq:fick}
\end{equation}

The vapour needs a time of order $s^2/D$ to adjust over the length $s$. The front speed is of order $D\Delta n/(n_s s)$, so the front needs a time of order $n_s s^2/(D\Delta n)$ to move by $s$. The ratio of the first time to the second is $\Delta n/n_s$, which is tiny for a solid of low vapour pressure. At each moment the vapour may thus be treated as steady. Then $J$ is independent of $z$, and integrating Eq.~(\ref{eq:fick}) from mouth to front gives
\begin{equation}
n_{\rm f}-n_{\rm m}=\frac{J s}{D},
\label{eq:channel}
\end{equation}
where $n_{\rm f}$ and $n_{\rm m}$ are the vapour densities at the front and at the mouth.

\subsection{Resistance of the solid surface}

The density $n_{\rm f}$ lies below $n_{\rm eq}$, since a net flux requires more molecules to leave the surface than to return. Let $\bar v=\sqrt{8k_BT/(\pi m)}$ be the mean thermal speed for molecular mass $m$, and $\alpha$ the probability that a molecule striking the solid sticks.

Let $\mu$ be the cosine of the angle between a velocity and the direction towards the mouth. For a weak flux the distribution of directions is, to first order, $\tfrac12(1+a\mu)$ on $-1<\mu<1$. The fluxes carried by the two halves are
\begin{align}
\Gamma_{\rm out}&=\frac{n_{\rm f}\bar v}{2}\int_0^1\mu(1+a\mu)\,d\mu
=\frac{n_{\rm f}\bar v}{4}+\frac{n_{\rm f}\bar v a}{6},\\
\Gamma_{\rm in}&=\frac{n_{\rm f}\bar v}{2}\int_0^1\mu(1-a\mu)\,d\mu
=\frac{n_{\rm f}\bar v}{4}-\frac{n_{\rm f}\bar v a}{6}.
\end{align}
Their difference is $J=n_{\rm f}\bar va/3$, so the flux striking the solid is
\begin{equation}
\Gamma_{\rm in}=\frac{n_{\rm f}\bar v}{4}-\frac J2 .
\end{equation}
In equilibrium $J=0$ and $n_{\rm f}=n_{\rm eq}$, and emission must balance sticking. The solid therefore emits $\alpha n_{\rm eq}\bar v/4$, and it is assumed to do so out of equilibrium too. The net flux is emission minus sticking:
\begin{align}
J&=\alpha\left[\frac{n_{\rm eq}\bar v}{4}-\frac{n_{\rm f}\bar v}{4}+\frac J2\right],\\
J\left(1-\frac\alpha2\right)&=\frac{\alpha\bar v}{4}\,(n_{\rm eq}-n_{\rm f}),\\
n_{\rm eq}-n_{\rm f}&=\frac{4J}{\bar v}\left(\frac1\alpha-\frac12\right).
\end{align}
Comparison with Eq.~(\ref{eq:channel}) shows that the surface acts like an extra trench length
\begin{equation}
\ell_{\rm front}=\frac{4D}{\bar v}\left(\frac1\alpha-\frac12\right).
\label{eq:lfront}
\end{equation}

The linear distribution of directions is an approximation within about a free path of the surface. Its effect on the total resistance can be judged from a slab of gas ten free paths thick, with $\alpha=0.5$ on one side and no return from the other. With $D=\Lambda\bar v/3$, where $\Lambda$ is the free path, Eq.~(\ref{eq:lfront}) gives end lengths $2\Lambda$ and $2\Lambda/3$ (the open side behaves as $\alpha=1$ with no emission). The flux divided by the emission $n_{\rm eq}\bar v/8$ is the probability that an emitted molecule escapes:
\begin{equation}
P=\frac{\bar v/3}{10+2+2/3}\,\frac{8}{\bar v}=0.2105 .
\end{equation}
Following $10^5$ random flights with isotropic collisions gives $0.210$, with a sampling error near $0.001$. The transport equation for this slab gives $0.2091$, so the formula is about 0.7\% high. The end lengths are a small part of so thick a slab, and their own error is larger: for $\alpha=1$ and isotropic collisions at one speed the exact length is $0.710\Lambda$, so that $2\Lambda/3$ is about 6\% too short. For a very heavy molecule in a light gas, with $\Lambda=3D/\bar v$, the length is $0.777\Lambda$ and the shortfall is 14\%.

\subsection{Resistance outside the mouth}

Consider one isolated trench in a flat surface, with the gas kept at $n_\infty$ on a half cylinder of radius $R\gg w$ around the mouth. Inside this radius the gas is still. Take the density to be uniform over the mouth, with value $n_{\rm m}$. Let $x$ run across the mouth from its centre and $y$ point outwards, and put $b=w/2$. Elliptic coordinates are defined by
\begin{equation}
x=b\cosh u\cos v,\qquad y=b\sinh u\sin v,\qquad 0\le v\le\pi .
\end{equation}
The mouth is $u=0$, and the flat surface on its two sides is $v=0$ and $v=\pi$. Because $x+iy=b\cosh(u+iv)$ is a conformal map, Laplace's equation keeps its form, $n_{uu}+n_{vv}=0$. The solution
\begin{equation}
n=n_{\rm m}-Bu
\end{equation}
is uniform on the mouth and has no flux through the flat surface, since it does not depend on $v$.

A conformal map stretches both directions equally, so the flow through a curve of constant $u$, per unit length of trench, is $D\int_0^\pi B\,dv=\pi DB$. This must equal the flow $Jw$ from the trench, and hence $B=Jw/(\pi D)$. Far away $r\simeq be^u/2$, or $u\simeq\ln(2r/b)=\ln(4r/w)$. Setting $r=R$ yields
\begin{equation}
n_{\rm m}-n_\infty=\frac{Jw}{\pi D}\ln\frac{4R}{w},
\qquad
\ell_{\rm mouth}=\frac w\pi\ln\frac{4R}{w}.
\label{eq:lmouth}
\end{equation}

In truth the density varies slightly over the mouth. The true conductance between two surfaces held at values 1 and 0 is the minimum of $D\int|\nabla\psi|^2$ over all functions $\psi$ with those boundary values. Demanding that $\psi$ also be constant on the mouth narrows the choice, which can only raise the minimum. Equation~(\ref{eq:lmouth}) is thus a lower bound on the resistance, up to the small error of the far-field form of $u$. For $R=6w$ it gives $1.012\,w$. A finite-volume solution of Laplace's equation for a trench $3w$ deep joined to the outside region, with 24 cells across $w$, gives $1.037\,w$, of which about $0.005\,w$ is grid error. A conformal map of a deep trench opening into a half plane gives $(w/\pi)\ln[e\pi R/(2w)]=1.032\,w$. The shortfall is $(w/\pi)\ln(e\pi/8)=0.021\,w$.

A dense array behaves differently. Let the trenches occupy a fraction $\varphi$ of the surface, below a still gas layer of thickness $\delta$ much larger than their spacing. The flux averaged over the surface is $\varphi J$, so the density drop across the layer is $\varphi J\delta/D$. The leading outside length is then
\begin{equation}
\ell_{\rm layer}=\varphi\delta,
\label{eq:array}
\end{equation}
to which the crowding of the flow near each opening adds a local part. This length replaces $\ell_{\rm mouth}$.

\subsection{The moving front}

The same flux passes through all three resistances. Adding their density drops, with $\ell=\ell_{\rm front}+\ell_{\rm mouth}$, gives
\begin{equation}
\Delta n=\frac{J}{D}\,(\ell_{\rm front}+s+\ell_{\rm mouth}),
\qquad
J=\frac{D\,\Delta n}{s+\ell}.
\label{eq:flux}
\end{equation}
When the front retreats by $ds$, it releases $n_s\,ds$ molecules per area. Neglecting the few that remain as vapour in the new space,
\begin{equation}
n_s\frac{ds}{dt}=\frac{D\,\Delta n}{s+\ell}.
\label{eq:balance}
\end{equation}
Multiplication by $(s+\ell)/n_s$ and integration from $s=0$ at $t=0$ give
\begin{equation}
\frac{s^2}{2}+\ell s=\frac{D\,\Delta n}{n_s}\,t .
\label{eq:implicit}
\end{equation}
Setting $s=L$ yields Eq.~(\ref{eq:law}). Solving the quadratic, with the root that vanishes at $t=0$, yields the front position
\begin{equation}
s(t)=-\ell+\sqrt{\ell^2+\frac{2D\,\Delta n}{n_s}\,t}.
\label{eq:front}
\end{equation}

For $s\ll\ell$ the front, averaged over its width, moves at the nearly constant speed $D\Delta n/(n_s\ell)$. For $s\gg\ell$ it slows as $t^{-1/2}$. Relative to the ideal time with $\ell=0$, the end resistances lengthen drying by the fraction $2\ell/L$. Diffusion in the trench is therefore in control when
\begin{equation}
\frac{2\ell}{L}\ll1 .
\label{eq:control}
\end{equation}
The first half of the depth then takes a quarter of the total time and the second half takes three quarters.

If temperature or outside vapour density changes slowly during the process while $\ell$ stays fixed, the right side of Eq.~(\ref{eq:implicit}) becomes $\int_0^t(D\Delta n/n_s)\,dt'$. The trench is dry when this integral reaches $L^2/2+\ell L$.

\subsection{Why a flat front stays flat}

Let the front be at $s+\eta$ with a small ripple $\eta=a\cos kx$, where $x$ is now measured from one side wall. Impermeable walls require $k=j\pi/w$ with integer $j\ge1$. The flat solution has gradient $G=\Delta n/(s+\ell)$. For $ks\gg1$ the ripple adds a vapour density $n_1=c\,e^{k(z-s)}\cos kx$, which satisfies Laplace's equation and dies out towards the mouth. The surface law $n_{\rm eq}-n=\ell_{\rm front}\,\partial n/\partial z$, taken at the displaced front to first order, gives
\begin{equation}
-Ga-c=\ell_{\rm front}kc,
\qquad
c=-\frac{Ga}{1+k\ell_{\rm front}} .
\end{equation}
The extra flux $Dkc$ drives the ripple, and $ds/dt=DG/n_s$, so
\begin{equation}
\frac{da}{dt}=\frac{Dkc}{n_s}=-\frac{k}{1+k\ell_{\rm front}}\,\frac{ds}{dt}\,a .
\end{equation}
The amplitude falls by a factor $e$ whenever the front retreats by $1/k+\ell_{\rm front}$, which is at most $w/\pi+\ell_{\rm front}$. Solid that projects towards the mouth sublimes faster. When $\ell_{\rm front}\ll w$, even the slowest ripple across the width falls to about $e^{-\pi}\simeq4\%$ of its amplitude while the front retreats by $w$. Ripples along the trench with wavelengths much longer than $w$ also decay, but more slowly.

Surface energy, left out so far, limits this picture. With surface energy $\gamma$ the equilibrium density at the rippled front is $n_{\rm eq}(1+d_0\eta'')$, where $d_0=\gamma/(n_sk_BT)$. The decay rate of a ripple is then multiplied by $1+d_0k^2(s+\ell)\,n_{\rm eq}/\Delta n$, so ripples decay faster. If, however, the solid meets the walls at a contact angle other than $90^\circ$, the front keeps a bend within a distance of order $\sqrt{d_0(s+\ell)\,n_{\rm eq}/\Delta n}$ of each wall, and it stays flat only where this distance is small compared with $w$.

The argument does not cover the first retreat, where $s$ is smaller than about $w$. There the outside gas draws more vapour from the edges of the mouth than from its centre, and the front first sinks faster along the walls. Deeper down the flow is even across the width, and this shape decays like any other ripple.

This part has derived the drying law, Eq.~(\ref{eq:law}), including the resistances at the solid surface and outside the mouth, and has shown that ripples on the front decay once it is deeper than about $w$. What remains is to estimate the errors from the steady vapour profile, mixture drift, wall scattering and cooling of the front, and to apply the law to a worked trench and to real wafers.
